Why a deep fluorine 2s level can make one-bond couplings negative

**Question**

In CH3F the reduced coupling K between carbon and fluorine is negative, whereas the simplest picture of a bond, one filled bonding orbital and one empty antibonding orbital, gives a positive K. The fluorine 2s level lies far below the orbitals that make the bond. Can this reverse the sign, and how deep must the level be? The answer cannot be that every coupling to fluorine is negative, since K in HF is positive.

**Answer**

*The mechanism: where displaced electrons go*

The reduced coupling is defined by the energy K m_A·m_F of two nuclear moments m_A and m_F. It leaves out the gyromagnetic ratios. Those of carbon-13 and fluorine-19 are both positive, so here K has the same sign as the usual coupling constant J. This text treats the Fermi contact part of K, which is carried by s electrons at the two nuclei.

A moment at nucleus A raises the energy of electrons of one spin near A and lowers it for the other spin. Electrons of the raised spin withdraw from A. If some of them move into the fluorine 2s orbital, that spin is in excess at the fluorine nucleus. A parallel fluorine moment then has its energy raised too, and K is positive. If instead the 2s orbital loses electrons of that spin, K is negative. The sign of K is therefore the sign of one response: does the 2s population rise or fall when the level on A is raised?

The smallest model with both outcomes has three orthonormal orbitals: a hybrid h on A pointing at fluorine, and s (2s) and p (2p sigma) on fluorine. Their levels are α_h and α_s < α_p. The only couplings are β_s between h and s, and β_p between h and p, both nonzero. Four independent electrons fill orbitals 1 and 2, and orbital 3 is empty.

A full set of orbitals would put two electrons in s, so the 2s population is

q_s = 2(1 − c_3s²),

where c_3s is the s coefficient of the empty orbital. The s row of the eigenvalue equation, (ε − α_s) c_s = β_s c_h, gives

c_3s² = β_s² c_3h²/(ε3 − α_s)².

Raising α_h does two things to the empty orbital. It concentrates it on h, which increases c_3h² and with it the s share. It also moves ε3 away from α_s, which reduces the s share. If the 2s level is close, the second effect wins: the empty orbital loses s character, q_s rises and K is positive. If the 2s level is deep, the distance ε3 − α_s changes by a small fraction only, and the first effect can win: q_s falls and K is negative. The electrons leaving h, together with a few from s, then go to p.

*From the nuclear moments to the s response*

Let an electron have a spherical magnetisation M(r) along z. Its current density is the curl of M(r)ẑ, which is −M′(r) sin θ along φ. The Biot–Savart field at the centre is

B(0) = (μ0/4π) ∫ (−M′) (sin²θ/r²) 2πr² sin θ dr dθ.

The angular integral of sin³θ is 4/3 and the radial integral of −M′ is M(0), so

B(0) = (μ0/2)(4/3) M(0) = (2/3) μ0 M(0).

An electron with spin projection σ/2, σ = ±1, has the moment −σgμ_B/2, with g ≈ 2 taken positive. Hence M(0) = −(σgμ_B/2)|φ(0)|². The energy −mB(0) of a nuclear moment m along z is then

σ C m |φ(0)|², with C = μ0 g μ_B/3.

This corresponds to the one-electron operator σ C m δ(r) at each nucleus.

Let h have the s fraction a², kept fixed. A p orbital vanishes at its own nucleus, and the tails of orbitals at the other nucleus are neglected. Orbital i then has the amplitude a s_A(0) c_ih at A and s_F(0) c_is at fluorine. The first-order energies of the two spins cancel. In second order each spin contributes

Σ_occ Σ_empty V_ij²/(ε_i − ε_j), V_ij = σC(m_A A_ij + m_F F_ij),

where A_ij = a² s_A(0)² c_ih c_jh and F_ij = s_F(0)² c_is c_js. The part proportional to m_A m_F carries a factor 2 from the square and another 2 from the two spins, while σ² = 1. Therefore

K = C² a² s_A(0)² s_F(0)² π,

π = 4 Σ_occ Σ_empty c_ih c_is c_jh c_js/(ε_i − ε_j).

The prefactor is positive, so K has the sign of π, the mutual polarisability.

It is also the response described above. First-order perturbation theory gives

∂c_is/∂α_h = Σ_(j≠i) c_js c_jh c_ih/(ε_i − ε_j).

Inserting this in q_s = 2 Σ_occ c_is² produces the same summand with the factor 4. Pairs of occupied orbitals cancel, because exchanging i and j reverses the denominator. What remains is

π = ∂q_s/∂α_h.

*Why two occupied orbitals are needed*

Without p there are two orbitals and two electrons. If the filled orbital is (c_h, c_s), the empty one is (−c_s, c_h), and the sum has one term:

π = 4 c_h² c_s²/(ε2 − ε1) > 0.

With p present, the three rows of the eigenvalue equation are

(ε − α_s) c_s = β_s c_h,
(ε − α_p) c_p = β_p c_h,
(ε − α_h) c_h = β_s c_s + β_p c_p.

Eliminating c_s and c_p gives

ε − α_h = β_s²/(ε − α_s) + β_p²/(ε − α_p).

The left side minus the right side increases from −∞ to +∞ in each of the three intervals separated by α_s and α_p. There is one root in each:

ε1 < α_s < ε2 < α_p < ε3.

The first row also gives c_ih c_is = β_s c_ih²/(ε_i − α_s). This product has one sign for orbital 1 and the opposite sign for orbitals 2 and 3. As ε_i − ε3 is negative, the excitation 1→3 contributes positively to π and 2→3 negatively. If only orbital 1 were filled, its excitations to 2 and 3 would both contribute positively, so the negative sign requires the second occupied orbital. For negative β_s, the 2s orbital enters orbital 1 in phase with h and orbital 2 out of phase. Both contributions are present at any depth of the 2s level; the depth decides which is larger.

*The closed formula*

Write x = ε3 − α_s, y = ε3 − α_p and Δ = α_p − α_s, so that x = y + Δ. Normalisation of the empty orbital reads

1/c_3h² = 1 + β_s²/x² + β_p²/y².

In this expression, and in c_3s² = β_s² c_3h²/x², the level α_h appears only through ε3. Differentiating the logarithms with respect to ε3 gives

d ln c_3h²/dε3 = 2c_3h² (β_s²/x³ + β_p²/y³),

d ln c_3s²/dε3 = d ln c_3h²/dε3 − 2/x.

These are the two competing effects of the mechanism. To combine them, write 2/x as (2c_3h²/x)(1 + β_s²/x² + β_p²/y²). The β_s² terms cancel:

d ln c_3s²/dε3 = 2c_3h² [β_p²/y³ − 1/x − β_p²/(x y²)].

Since β_p²/y³ − β_p²/(x y²) = β_p²(x − y)/(x y³) and x − y = Δ,

d ln c_3s²/dε3 = (2c_3h²/x)(β_p²Δ/y³ − 1).

The empty level moves at the rate dε3/dα_h = c_3h², the first-order energy shift. With π = −2 dc_3s²/dα_h this gives

π = [4 c_3h⁴ c_3s²/(ε3 − α_s)] [1 − β_p²Δ/y³].

The first bracket is positive. Within this model, for any strength of the couplings,

π < 0 exactly when Δ > y³/β_p².

*One change of sign*

The quantity y itself depends on the 2s level, so it must be shown that lowering this level does lead to a crossing. Keep the other parameters fixed and increase Δ. Because dε3/dα_s = c_3s², the empty level falls: dy/dΔ = −c_3s². Then

d(β_p²Δ − y³)/dΔ = β_p² + 3y² c_3s² > 0.

The expression starts negative at Δ → 0 and grows without bound, so it passes zero once. The polarisability changes from positive to negative there and does not return.

At the crossing Δ* = y³/β_p², and therefore x = y(β_p² + y²)/β_p². The secular equation becomes

y − (α_h − α_p) = β_p²/y + β_s²β_p²/[y(β_p² + y²)].

Its left side rises with y and its right side falls, so it fixes one positive y. Raising α_h relative to α_p increases this y, and the crossing moves deeper.

*Two limits*

For weak β_s the last term drops out, and h and p form an ordinary pair. Its antibonding level lies y above α_p and its bonding level β_p²/y below, since the two roots have the product −β_p². The crossing depth can be written as

Δ* = y³/β_p² = (β_p²/y)(y/|β_p|)⁴.

If α_h = α_p, then y = |β_p| and the sign changes as the 2s level passes the bonding level. If h lies above p, as in a bond polarised towards fluorine, y exceeds |β_p| and the 2s level must lie deeper than the bonding level. With both depths measured from α_p, their ratio must exceed (y/|β_p|)⁴. This is the content of "far below". The reason is visible in the mechanism: in a very polar bond the empty orbital is already concentrated on h, and raising α_h can concentrate it little further.

For a very deep 2s level, x ≈ Δ and c_3s² ≈ β_s² c_3h²/Δ². The second term of the bracket dominates, and

π ≈ −4 c_3h⁶ β_s² β_p²/(y³Δ²),

with c_3h and y taken from the h–p pair alone. The sign stays negative but the magnitude fades, because a very deep 2s orbital hardly mixes with anything. The two excitations fade at different rates. In orbital 1, c_s ≈ 1 and c_h ≈ −β_s/Δ, while orbital 3 has c_h c_s ≈ β_s c_3h²/Δ. The 1→3 term also has an energy denominator of about Δ, so it falls as 1/Δ³. The 2→3 term keeps a finite denominator and falls as 1/Δ², which is why it survives.

*A numerical bond*

The following are round model parameters, not those of CH3F: α_h = 3, α_s = −20, α_p = 0, β_s = −4 and β_p = −6 eV. The hybrid has a² = 0.25, and the s densities at A and fluorine are 3 and 10 bohr⁻³.

Diagonalization gives the levels −20.728, −4.318 and 8.045 eV. The products c_h c_s for the three orbitals are

orbital 1: 0.1787 × 0.9825 = 0.1756,
orbital 2: 0.5777 × (−0.1474) = −0.0852,
orbital 3: 0.7964 × (−0.1136) = −0.0905.

The two excitations contribute

1→3: 4 × 0.1756 × (−0.0905)/(−28.773) = 2.21 × 10⁻³ eV⁻¹,
2→3: 4 × (−0.0852) × (−0.0905)/(−12.363) = −2.49 × 10⁻³ eV⁻¹.

Their sum is π = −2.8 × 10⁻⁴ eV⁻¹, about a ninth of the larger term. The sign thus results from a close competition, and the size of π is sensitive to the parameters.

The closed formula gives the same value. With y = 8.045 eV, y³/β_p² is 14.465 eV, less than the actual depth of 20 eV. The bracket is 1 − 20/14.465 = −0.383, and

π = 4 × 0.7964⁴ × 0.1136²/28.045 × (−0.383) = −2.8 × 10⁻⁴ eV⁻¹.

The competing effects can be read off as well. Per eV of rise in ε3, ln c_3h² grows by 0.089, while the increasing distance from α_s takes away 2/28.045 = 0.071. The s share of the empty orbital therefore grows, and the filled orbitals lose s population.

For the coupling, C = 7.778 × 10⁻³⁰ T m³. The product of the densities with the s fraction is 0.25 × 3 × 10 = 7.5 bohr⁻⁶, or 3.416 × 10⁶² m⁻⁶, and π = −1.769 × 10¹⁵ J⁻¹. Hence

K = (7.778 × 10⁻³⁰)² × 3.416 × 10⁶² × (−1.769 × 10¹⁵) = −3.7 × 10¹⁹ T² J⁻¹.

The same K follows from differences of the total energy with test moments placed on both nuclei, each shifting its orbital level by only 0.05 eV, without the sum over excitations. The measured J of about −157 Hz in CH3F corresponds to K ≈ −55 × 10¹⁹ T² J⁻¹, some fifteen times larger, so this example illustrates the sign and not the size.

*How the sign depends on depth and polarity*

With the other parameters held fixed, the crossing is at a depth of 14.9 eV. At 2 eV the positive excitation is about twice the negative one and π = 1.1 × 10⁻² eV⁻¹. At 15 eV the two nearly cancel. At 20 and 40 eV π is almost the same, −2.8 × 10⁻⁴ eV⁻¹, and at 160 eV it has faded to −3.8 × 10⁻⁵ eV⁻¹. The negative response has to be largest at some intermediate depth, since it vanishes both at the crossing and for an infinitely deep level.

The weak-β_s estimate for this bond uses y = 1.5 + √(1.5² + 6²) = 7.68 eV. It puts the bonding level 4.7 eV below p and the crossing at 12.6 eV. The actual β_s pushes the empty level up and moves the crossing to 14.9 eV.

Now raise α_h to 8 eV and leave the 2s level at −20 eV. The crossing moves to 41.7 eV, and π is positive, 5.2 × 10⁻⁴ eV⁻¹. A 2s level 20 eV below p is thus deep enough in the first bond and not in the second. The depth has to be judged against y³/β_p², which contains the polarity and strength of the bond.

*What this explains, and what it leaves open*

The model shows how a deep 2s level can give a negative contact coupling: a second occupied orbital holds 2s out of phase with the hybrid, and its excitation outweighs that of the lowest orbital. This accounts for the negative K of CH3F to the extent that its contact term dominates and its effective parameters satisfy the inequality. Neither condition has been established here, and the second cannot be taken for granted. Parameters read from an orthogonalised minimal-basis PBE matrix of CH3F, with an sp³ hybrid, give Δ ≈ 16 eV against y³/β_p² ≈ 20 eV, on the positive side. In density-functional orbitals of CH3F the 2s-like orbital does contribute positively and the next one negatively, but that next orbital is mainly carbon 2s and is shared with the C–H bonds, so it is not simply orbital 2 of the model.

The model omits the orbital and spin-dipolar terms, the overlap of the orbitals, a direct coupling between s and p on fluorine (about 1 to 2 eV in an orthogonalised minimal basis, enough to reverse the sign of π near the crossing), the other bonds of A and the interaction between electrons in the spin response. When two contributions cancel as closely as they do here, any of these can alter the size of K and possibly its sign. The positive K of HF shows that a deep 2s level does not settle the sign for every partner. What is responsible in HF cannot be decided with this model. In density-functional orbitals the contact term of HF is positive even without electron interaction in the response, again as the sum of a positive and a negative contribution. Its sign is stable but its size depends strongly on the basis. The full set of values is in the numerical output below.

Numbers as computed

```
levels h, s, p: 3.0, -20.0, 0.0 eV
couplings h-s, h-p: -4.0, -6.0 eV
s fraction of h: 0.25
s densities at nuclei A, F: 3.0, 10.0 bohr^-3
contact field ratio B(0)/(mu0 M(0)): 0.66667
orbital 1: energy -20.7276 eV; c_h, c_s, c_p = 0.1787, 0.9825, 0.0517
orbital 2: energy -4.3176 eV; c_h, c_s, c_p = 0.5777, -0.1474, 0.8028
orbital 3: energy 8.0452 eV; c_h, c_s, c_p = 0.7964, -0.1136, -0.5940
y = empty level minus p level: 8.0452 eV
y^3/b_p^2 at this s level: 14.465 eV
actual depth of s below p: 20.000 eV
bracket 1 - b_p^2 depth/y^3: -0.3827
term 1->3: 2.2085e-03 eV^-1
term 2->3: -2.4918e-03 eV^-1
pi, sum over excitations: -2.8335e-04 eV^-1
pi, closed formula: -2.8335e-04 eV^-1
crossing depth of s below p: 14.902 eV
contact factor mu0 g muB/3: 7.7784e-30 J m^3 (J/T)^-1
K from pi: -3.6546e+19 T^2 J^-1
K from energy differences: -3.6546e+19 T^2 J^-1
depth of s (eV) | term 1->3 | term 2->3 | pi (eV^-1)
   2 | 2.0720e-02 | -9.6878e-03 | 1.1032e-02
   5 | 1.8004e-02 | -1.3435e-02 | 4.5687e-03
  10 | 8.6447e-03 | -7.6856e-03 | 9.5918e-04
  15 | 4.0995e-03 | -4.1092e-03 | -9.6723e-06
  20 | 2.2085e-03 | -2.4918e-03 | -2.8335e-04
  40 | 4.0750e-04 | -6.8961e-04 | -2.8211e-04
  80 | 6.2661e-05 | -1.8109e-04 | -1.1843e-04
 160 | 8.7130e-06 | -4.6399e-05 | -3.7686e-05
deep limit of pi*depth^2: -1.2174 eV
pi*depth^2 at depth 10000 eV: -1.2130 eV
weak-coupling equal-level crossing depth: 6.0000 eV
polar bond: h level 8.0 eV, pi = 5.1763e-04 eV^-1
polar bond: crossing depth 41.658 eV
```
